# The Feynman-Hibbs centroid potential and the Wigner-Kirkwood free-energy correction: a program that tests the result

```python
# Result under test: fixing the centroid of a free closed imaginary-time path
# leaves Gaussian fluctuations of variance s = beta*hbar^2/(12 m).
# Smearing V with this Gaussian gives the Feynman-Hibbs potential V_FH.
# Its free energy F_FH bounds the exact F from above and has the exact
# hbar^2 correction beta*hbar^2/(24 m) <V''>_classical.
# The first discrepancy F-F_FH is -beta^3 hbar^4/(2880 m^2) <V''^2>_classical.
# Units: barrier E0, well position L, mass m; hbar is in L*sqrt(m*E0).
import numpy as np
from scipy.linalg import eigvalsh
from scipy.optimize import minimize_scalar
from scipy.special import logsumexp

beta = 2.0
mass = 1.0
hbar_main = 0.5
grid = np.linspace(-10.0, 10.0, 4001)
spacing = grid[1] - grid[0]
nodes, weights = np.polynomial.hermite.hermgauss(20)


def double_well(x):
    return (x * x - 1.0) ** 2


def variance(hbar):
    return beta * hbar**2 / (12.0 * mass)


def smear(potential, x, hbar):
    shifts = np.sqrt(2.0 * variance(hbar)) * nodes
    values = potential(np.asarray(x)[..., None] + shifts)
    return values @ weights / np.sqrt(np.pi)


def configurational_free_energy(values, hbar):
    log_prefactor = 0.5 * np.log(mass / (2 * np.pi * beta * hbar**2))
    log_z = log_prefactor + np.log(spacing) + logsumexp(-beta * values)
    return -log_z / beta


def exact_free_energy(potential, hbar, half_width=4.0, count=501):
    # Sinc-basis representation of the quantum Hamiltonian.
    x = np.linspace(-half_width, half_width, count)
    dx = x[1] - x[0]
    index = np.arange(count)
    separation = index[:, None] - index[None, :]
    safe = np.where(separation == 0, 1, separation)
    kinetic = 2.0 * (-1.0) ** np.abs(separation) / safe**2
    np.fill_diagonal(kinetic, np.pi**2 / 3.0)
    hamiltonian = hbar**2 / (2 * mass * dx**2) * kinetic
    hamiltonian += np.diag(potential(x))
    return -logsumexp(-beta * eigvalsh(hamiltonian)) / beta


# Gaussian fluctuations obtained from the spring matrix of a closed chain.
s = variance(hbar_main)
beads = 200
spring = 2 * np.eye(beads)
spring -= np.roll(np.eye(beads), 1, axis=0)
spring -= np.roll(np.eye(beads), -1, axis=0)
scale = beta * hbar_main**2 / (mass * beads)
centred_covariance = scale * np.linalg.pinv(spring, hermitian=True)
chain_variance = centred_covariance[0, 0]
u = np.arange(beads) / beads
assert abs(chain_variance / s - 1) < 1e-4
assert np.max(np.abs(centred_covariance[0] / s - (1 - 6*u + 6*u*u))) < 1e-4
square_variance = 2 * np.sum(centred_covariance**2) / beads**2
square_formula = beta**2 * hbar_main**4 / (360 * mass**2)
assert abs(square_variance / square_formula - 1) < 1e-3

# Fixing one point instead of the centroid leaves a fluctuating path mean.
pinned = scale * np.linalg.inv(spring[1:, 1:])
pinned_variance = np.trace(pinned) / beads
pinned_mean_variance = np.sum(pinned) / beads**2
assert abs(pinned_variance / (2 * s) - 1) < 1e-4
assert abs(pinned_mean_variance / s - 1) < 1e-4

# Closed paths made from random increments test the centroid decomposition.
rng = np.random.default_rng(7319)
path_count, path_beads = 20000, 64
steps = rng.normal(size=(path_count, path_beads))
steps *= np.sqrt(beta * hbar_main**2 / (mass * path_beads))
walk = np.cumsum(steps, axis=1)
fractions = np.arange(1, path_beads + 1) / path_beads
paths = walk - walk[:, -1:] * fractions
paths -= paths.mean(axis=1, keepdims=True)
average_at_top = double_well(paths).mean(axis=1)
sampled_top = average_at_top.mean()
error_top = average_at_top.std(ddof=1) / np.sqrt(path_count)
smeared_top = float(smear(double_well, 0.0, hbar_main))
assert abs(sampled_top - smeared_top) < 5 * error_top + 1e-4
exact_top = -np.log(np.mean(np.exp(-beta * average_at_top))) / beta

path_z = np.zeros(path_count)
centroid_spacing = 0.1
for centroid in np.arange(-22, 23) * centroid_spacing:
    path_average = double_well(centroid + paths).mean(axis=1)
    path_z += centroid_spacing * np.exp(-beta * path_average)
path_z *= np.sqrt(mass / (2 * np.pi * beta * hbar_main**2))
sampled_z = path_z.mean()
error_z = path_z.std(ddof=1) / np.sqrt(path_count)
exact_z = np.exp(-beta * exact_free_energy(double_well, hbar_main))
# The small extra allowance covers the finite number of imaginary times.
assert abs(sampled_z - exact_z) < 5 * error_z + 3e-4 * exact_z

# Classical averages and the integration-by-parts identity.
v = double_well(grid)
probability = np.exp(-beta * v)
probability /= probability.sum()
first = 4 * grid * (grid**2 - 1)
second = 12 * grid**2 - 4
mean_second = probability @ second
mean_force2 = probability @ first**2
mean_second2 = probability @ second**2
assert abs(mean_second - beta * mean_force2) < 1e-10
coefficient = beta * mean_second / (24 * mass)

# Small-hbar limits from diagonalization, independent of the path derivation.
quantum_slopes, smeared_slopes, discrepancy_ratios = [], [], []
for hbar in (0.05, 0.1):
    f_q = exact_free_energy(double_well, hbar)
    f_c = configurational_free_energy(v, hbar)
    f_s = configurational_free_energy(smear(double_well, grid, hbar), hbar)
    quantum_slopes.append((f_q - f_c) / hbar**2)
    smeared_slopes.append((f_s - f_c) / hbar**2)
    predicted = -beta**3 * hbar**4 * mean_second2 / (2880 * mass**2)
    discrepancy_ratios.append((f_q - f_s) / predicted)


def extrapolate(values):
    return (4 * values[0] - values[1]) / 3


quantum_limit = extrapolate(quantum_slopes)
smeared_limit = extrapolate(smeared_slopes)
ratio_limit = extrapolate(discrepancy_ratios)
# Tolerances allow for the next terms left by a two-point extrapolation.
assert abs(quantum_limit / coefficient - 1) < 1e-3
assert abs(smeared_limit / coefficient - 1) < 1e-3
assert abs(ratio_limit - 1) < 1e-2

# Barrier of the smeared double well.
minimum = minimize_scalar(
    lambda x: float(smear(double_well, x, hbar_main)),
    bounds=(0.3, 1.5), method="bounded", options={"xatol": 1e-10})
barrier = smeared_top - minimum.fun
assert abs(barrier - (1 - 3 * s) ** 2) < 1e-9
assert abs(minimum.x - np.sqrt(1 - 3 * s)) < 1e-6

print("Double well: energies in E0, lengths in L, hbar in L*sqrt(m*E0)")
print(f"inverse temperature beta = {beta:.3f} 1/E0")
print(f"main hbar = {hbar_main:.3f} L*sqrt(m*E0)")
print(f"Gaussian variance s = {s:.6f} L^2")
print(f"Gaussian width sqrt(s) = {np.sqrt(s):.6f} L")
print(f"variance from {beads}-bead chain = {chain_variance:.6f} L^2")
print(f"variance of time-averaged xi^2 = {square_variance:.7f} L^4")
print(f"fixed-point path: mean variance = {pinned_variance:.6f} L^2")
print(f"fixed-point path: variance of mean = {pinned_mean_variance:.6f} L^2")
print(f"V_FH at barrier top = {smeared_top:.6f} E0")
print(f"sampled mean V at top = {sampled_top:.6f} +/- {error_top:.6f} E0")
print(f"sampled full centroid potential at top = {exact_top:.5f} E0")
print(f"V_FH minimum position = {minimum.x:.6f} L")
print(f"V_FH minimum value = {minimum.fun:.6f} E0")
print(f"V_FH barrier height = {barrier:.6f} E0")
print(f"Z from {path_count} paths of {path_beads} beads = {sampled_z:.5f}")
print(f"standard error of sampled Z = {error_z:.5f}")
print(f"Z from diagonalization = {exact_z:.5f}")
print(f"classical <V''> = {mean_second:.6f} E0/L^2")
print(f"classical <V'^2> = {mean_force2:.6f} E0^2/L^2")
print(f"classical <V''^2> = {mean_second2:.6f} E0^2/L^4")
print(f"hbar^2 coefficient, formula = {coefficient:.6f} 1/(m*L^2)")
print(f"same, exact F extrapolated = {quantum_limit:.6f} 1/(m*L^2)")
print(f"same, F_FH extrapolated = {smeared_limit:.6f} 1/(m*L^2)")
print(f"hbar^4 discrepancy / formula, extrapolated = {ratio_limit:.5f}")
print("Free energies in E0; hbar in L*sqrt(m*E0)")
print("hbar   F_classical   F_exact       F_hbar^2      F_FH")
for hbar in (0.1, 0.25, 0.5, 1.0):
    f_q = exact_free_energy(double_well, hbar)
    f_c = configurational_free_energy(v, hbar)
    f_s = configurational_free_energy(smear(double_well, grid, hbar), hbar)
    f_2 = f_c + coefficient * hbar**2
    assert f_c < f_q < f_s
    print(f"{hbar:4.2f} {f_c:12.6f} {f_q:12.6f} {f_2:12.6f} {f_s:12.6f}")

print("Harmonic oscillator: dimensionless beta*(F-F_classical)")
print("beta*hbar*omega   exact      Feynman-Hibbs")
for a in (1.0, 2.0, 4.0, 8.0):
    omega = a / (beta * hbar_main)

    def harmonic(x):
        return 0.5 * mass * omega**2 * x**2

    f_c = configurational_free_energy(harmonic(grid), hbar_main)
    f_q = exact_free_energy(harmonic, hbar_main, half_width=10.0)
    f_s = configurational_free_energy(
        smear(harmonic, grid, hbar_main), hbar_main)
    exact_shift = beta * (f_q - f_c)
    smeared_shift = beta * (f_s - f_c)
    assert abs(exact_shift - np.log(2 * np.sinh(a / 2) / a)) < 1e-8
    assert abs(smeared_shift - a**2 / 24) < 1e-8
    print(f"{a:8.2f} {exact_shift:15.6f} {smeared_shift:15.6f}")

print("finished without a failed check")
```

Output:

```
Double well: energies in E0, lengths in L, hbar in L*sqrt(m*E0)
inverse temperature beta = 2.000 1/E0
main hbar = 0.500 L*sqrt(m*E0)
Gaussian variance s = 0.041667 L^2
Gaussian width sqrt(s) = 0.204124 L
variance from 200-bead chain = 0.041666 L^2
variance of time-averaged xi^2 = 0.0006946 L^4
fixed-point path: mean variance = 0.083331 L^2
fixed-point path: variance of mean = 0.041666 L^2
V_FH at barrier top = 0.921875 E0
sampled mean V at top = 0.921807 +/- 0.000329 E0
sampled full centroid potential at top = 0.91954 E0
V_FH minimum position = 0.935414 L
V_FH minimum value = 0.156250 E0
V_FH barrier height = 0.765625 E0
Z from 20000 paths of 64 beads = 0.63830
standard error of sampled Z = 0.00051
Z from diagonalization = 0.63831
classical <V''> = 6.225634 E0/L^2
classical <V'^2> = 3.112817 E0^2/L^2
classical <V''^2> = 74.902535 E0^2/L^4
hbar^2 coefficient, formula = 0.518803 1/(m*L^2)
same, exact F extrapolated = 0.518794 1/(m*L^2)
same, F_FH extrapolated = 0.518802 1/(m*L^2)
hbar^4 discrepancy / formula, extrapolated = 0.99995
Free energies in E0; hbar in L*sqrt(m*E0)
hbar   F_classical   F_exact       F_hbar^2      F_FH
0.10    -0.690656    -0.685505    -0.685468    -0.685484
0.25    -0.232510    -0.201475    -0.200085    -0.200734
0.50     0.114063     0.224467     0.243764     0.233695
1.00     0.460637     0.774254     0.979440     0.842595
Harmonic oscillator: dimensionless beta*(F-F_classical)
beta*hbar*omega   exact      Feynman-Hibbs
    1.00        0.041325        0.041667
    2.00        0.161439        0.166667
    4.00        0.595220        0.666667
    8.00        1.920223        2.666667
finished without a failed check
```
